# Dissociative Attachment: Capture, Survival and the Root-Mass Isotope Effect

## 1. Definitions and conventions

An electron of energy $\varepsilon=\hbar^2k^2/2m$ meets a diatomic molecule AB and forms a temporary anion, which either loses the electron again or separates:

$$e^-+\mathrm{AB}\to \mathrm{AB}^-\to \mathrm A+\mathrm B^- .$$

The bond length is $R$, the reduced nuclear mass $\mu$, and $T=-(\hbar^2/2\mu)\,d^2/dR^2$. Rotation is left out. The neutral molecule has potential $V_0(R)$ and vibrational states $\chi_v$ with energies $E_v$; initially $v=0$. The anion has potential $V_d(R)$, repulsive here, and width $\Gamma(R)$, so that at fixed $R$ it loses its electron at the rate $\Gamma/\hbar$. The curves cross at $R_c$. Beyond $R_c$ the anion lies lower and $\Gamma=0$.

Energies are measured from the minimum of $V_0$, taken as harmonic:

$$V_0=\tfrac12\mu\omega^2x^2,\qquad x=R-R_0,\qquad E=\varepsilon+\tfrac12\hbar\omega .$$

The density $\chi_0^2$ is a Gaussian of rms width $s=\sqrt{\hbar/2\mu\omega}$. The turning point $R_E$ is defined by $V_d(R_E)=E$, the slope there is $F=|V_d'(R_E)|$, and the classical speed is $v(R)=\sqrt{2(E-V_d)/\mu}$. We assume that $R_E<R_c$ and that $E$ lies above the dissociation limit of the anion.

For moderate width the attachment cross section is

$$\sigma_{\rm DA}=\frac{g\pi}{k^2}P,\qquad P\simeq P_{\rm cap}\,B\,e^{-\rho},\tag{1}$$

$$P_{\rm cap}=\frac{2\pi\Gamma(R_E)\chi_0^2(R_E)}{F},\quad B=e^{\Gamma^2/(8F^2s^2)},\quad \rho=\int_{R_E}^{R_c}\frac{\Gamma\,dR}{\hbar v}.$$

The factor $g$ holds spin and angular weights. "Capture times survival" is (1) with $B\simeq1$, which requires $\Gamma\ll Fs$.

## 2. The local complex potential

Let $|\varepsilon'\rangle$ be continuum electron states normalized to $\delta(\varepsilon'-\varepsilon'')$. They couple to the anion state through a real $V(R)$, assumed independent of electron energy over the range of the open channels. It must fall off at high energy, since a strictly constant coupling would make the principal-value shift below diverge logarithmically. With anion amplitude $\xi(R)$ and continuum amplitudes $c_v(\varepsilon')$, the Schrödinger equation reads

$$(E-T-V_d)\xi=V\sum_v\chi_v\int_0^\infty c_v\,d\varepsilon',\qquad (E-E_v-\varepsilon')c_v=\langle\chi_v|V|\xi\rangle .$$

The solution of the second equation with an incoming wave in $v=0$ and outgoing waves elsewhere is

$$c_v=\delta_{v0}\,\delta(\varepsilon'-\varepsilon)+\frac{\langle\chi_v|V|\xi\rangle}{E-E_v-\varepsilon'+i0}.$$

On insertion, the first term gives the source $V\chi_0$. In the second, $1/(y+i0)$ is a principal value minus $i\pi\delta(y)$. The principal value shifts the level; we take this shift as local and absorb it in $V_d$. The delta function contributes for open channels, $E_v<E$:

$$-i\pi\sum_{v\ \rm open}V\chi_v\langle\chi_v|V|\xi\rangle\simeq-i\pi V^2\xi .$$

The last step is closure, which needs the closed channels to be unimportant. Classically they are: emission at fixed $R$ and fixed nuclear momentum leaves $E_v=(E-V_d)+V_0$, so $E-E_v=V_d-V_0$, which is positive before the crossing. With $\Gamma=2\pi V^2$,

$$\left(E-T-V_d+\tfrac i2\Gamma\right)\xi=V\chi_0,\qquad V=\sqrt{\Gamma/2\pi}.\tag{2}$$

## 3. From outgoing flux to cross section

An energy-normalized radial wave is $\sqrt{2m/(\pi\hbar^2k)}\,\sin kr$. Its incoming half carries the flux

$$\frac{\hbar k}{m}\cdot\frac14\cdot\frac{2m}{\pi\hbar^2k}=\frac1{2\pi\hbar}.$$

If $J$ is the outgoing nuclear flux of $\xi$, the attachment probability is therefore $P=2\pi\hbar J$.

The $s$ part of a plane wave, $\sin(kr)/(kr)$, has an incoming amplitude $1/(2kr)$. Through a sphere it brings in $4\pi r^2/(4k^2r^2)=\pi/k^2$ times the incident flux density. Hence $\sigma=g\pi P/k^2$, where $g$ covers other angular components and spin.

Unitarity confirms the factor $2\pi\hbar$. Keep the sum over open channels, and put $t_v=\langle\chi_v|V|\xi\rangle$ and $S_{v0}=\delta_{v0}-2\pi i t_v$. Multiply the equation for $\xi$ by $\xi^*$, integrate, and take the imaginary part. The kinetic term gives $(\hbar^2/2\mu)\,{\rm Im}\,\xi^*\xi'=\hbar J/2$ at the outer end, so

$$\tfrac12\hbar J+\pi\sum_v|t_v|^2=-{\rm Im}\,t_0 .\tag{3}$$

Therefore

$$\sum_v|S_{v0}|^2=1+4\pi\,{\rm Im}\,t_0+4\pi^2\sum_v|t_v|^2=1-2\pi\hbar J=1-P .$$

## 4. Turning the problem around

Let $\hbar K(R)=\sqrt{2\mu(E-V_d+i\Gamma/2)}$, with outer value $K_\infty$. Let $\varphi$ be the solution of the homogeneous form of (2) that is regular at small $R$, and $f\to e^{iK_\infty R}$ the outgoing one. The Green function is

$$G(R,R')=\frac{2\mu}{\hbar^2}\frac{\varphi(R_<)f(R_>)}{\varphi f'-\varphi'f}.$$

If $\varphi\to ae^{-iK_\infty R}+be^{iK_\infty R}$, the Wronskian is $2iK_\infty a$. Choose $|a|=\frac12$, as for a sine wave. Then at large $R$

$$|\xi|=\frac{2\mu}{\hbar^2K_\infty}\left|\int\varphi V\chi_0\,dR\right| .$$

With $J=(\hbar K_\infty/\mu)|\xi|^2$,

$$P=2\pi\hbar J=4\pi^2\,\frac{2\mu}{\pi\hbar^2K_\infty}\left|\int\varphi V\chi_0\,dR\right|^2 .\tag{4}$$

There is no complex conjugate on $\varphi$. Attachment is now governed by how much of a wave sent inward from large $R$ reaches the Franck–Condon region.

## 5. The survival factor

To first order in $\Gamma$,

$$K=\frac1\hbar\sqrt{\mu^2v^2+i\mu\Gamma}\simeq\frac{\mu v}\hbar+\frac{i\Gamma}{2\hbar v}.$$

Near the turning point the regular solution is a standing wave, which continues outward as $\sin(\int K\,dR+\pi/4)$. Its incoming part is $\frac12e^{-i\int K\,dR}$ up to a phase, and this grows outward to the modulus

$$\tfrac12\exp\left(\int_{R_E}^{R_c}\frac{\Gamma}{2\hbar v}\,dR\right)=\tfrac12e^{\rho/2}.$$

Equation (4) requires the outer value $\frac12$. The standing wave must therefore be multiplied by $e^{-\rho/2}$, and $P$ acquires the factor $e^{-\rho}$. Since $dR/v=dt$, this is the classical probability $\exp(-\int\Gamma\,dt/\hbar)$ of keeping the electron until the crossing. The integrand diverges as $(R-R_E)^{-1/2}$ at the turning point, which is integrable.

An inward wave that returns keeps only the fraction $e^{-2\rho}$ of its flux. This isolates survival from capture and can be checked separately. It assumes that $\Gamma$ and $V_d$ vary smoothly enough not to reflect the wave on the way.

## 6. The capture factor

Near $R_E$ put $V_d\simeq E-F(R-R_E)$ and first ignore $\Gamma$. In momentum space $R-R_E$ is $i\hbar\,d/dp$, and the wave equation gives $\exp[-ip^3/(6\mu F\hbar)]$. Thus

$$\varphi_E(R)=\frac1{2\pi\hbar\sqrt F}\int dp\,\exp\left\{\frac i\hbar\left[p(R-R_E)-\frac{p^3}{6\mu F}\right]\right\}.$$

The prefactor follows from energy normalization: the overlap of two such functions is proportional to $\delta(R_E-R_{E'})=F\,\delta(E-E')$.

The momenta present in $\chi_0$ are of order $\hbar/2s$. If $\hbar^2/(48\mu Fs^3)\ll1$, the cubic phase may be dropped, and

$$\varphi_E(R)\simeq\delta(R-R_E)/\sqrt F .$$

To first order the dropped phase replaces $\chi_0(R_E)$ in the overlap by $\chi_0-(\hbar^2/6\mu F)\chi_0'''$. For the Gaussian, with $x_E=R_E-R_0$, this changes $\chi_0^2$ by the fraction $-(V_0'/F)(1-x_E^2/6s^2)$, where $V_0'=\mu\omega^2x_E$. The change vanishes at the centre, but at $x_E\simeq s$ it is about ten times the parameter above, so away from the centre the rule also needs $(|V_0'|/F)\,|1-x_E^2/6s^2|\ll1$. In the far tail, $x_E\gg s$, this is much stricter than $|V_0'|\ll F$.

Since $\varphi_E=\sqrt{2\mu/(\pi\hbar^2K_\infty)}\,\varphi$, equation (4) gives

$$P_{\rm cap}=4\pi^2\frac{\Gamma(R_E)}{2\pi}\frac{\chi_0^2(R_E)}F=\frac{2\pi\Gamma(R_E)\chi_0^2(R_E)}F .$$

The ratio $\chi_0^2/F$ is the initial bond-length density converted into a density in energy. At its centre, $R_E=R_0$, it equals $1/(\sqrt{2\pi}Fs)$, so $P_{\rm cap}=\sqrt{2\pi}\,\Gamma/(Fs)$.

## 7. The first effect of a finite width on capture

For locally constant $\Gamma$, the energy in the wave equation is $E+i\Gamma/2$. On a linear potential $dR_E/dE=-1/F$, so the turning point moves to $R_E-i\Gamma/2F$. With $x_E=R_E-R_0$ and $a=\Gamma/2F$,

$$|\chi_0(x_E-ia)|^2\propto\exp\left[-\frac{{\rm Re}(x_E-ia)^2}{2s^2}\right]=\exp\left[-\frac{x_E^2-a^2}{2s^2}\right].$$

The extra factor is $B=e^{a^2/2s^2}=e^{\Gamma^2/(8F^2s^2)}$. The survival exponent is unchanged at first order: $K$ vanishes at the turning point, so moving that end adds nothing to $\int K\,dR$ at this order.

A simple case shows how the quantities are tied together. For constant force and constant width over a path $L$, $v=\sqrt{2Fy/\mu}$ at distance $y$ from the turning point, and

$$\rho=\frac\Gamma\hbar\int_0^L\sqrt{\frac{\mu}{2Fy}}\,dy=\frac\Gamma\hbar\sqrt{\frac{2\mu L}F}=\frac{\Gamma}{Fs}\sqrt{\frac{FL}{\hbar\omega}} .$$

Thus $\rho\gg1$ with $\Gamma\lesssim Fs$ requires an energy drop $FL$ of many vibrational quanta. Otherwise strong loss comes with a broad resonance, and $B$ matters.

## 8. When is capture literally a probability?

By (3), the total resonant scattering, including re-emission into every open channel, is

$$P_{\rm form}=-4\pi\,{\rm Im}\,t_0=4\pi^2\sum_v|t_v|^2+P .$$

For constant $\Gamma$, expand the Green function in the real-energy functions $\varphi_{E'}$:

$$P_{\rm form}=2\pi\Gamma\int dE'\,|\langle\varphi_{E'}|\chi_0\rangle|^2\;\frac1\pi\frac{\Gamma/2}{(E-E')^2+\Gamma^2/4}.$$

On a linear potential the first factor is nearly a Gaussian of width $Fs$, and the integral is a Voigt profile. For $\Gamma\ll Fs$ the Lorentzian acts as a delta function and $P_{\rm form}\to P_{\rm cap}$. For $\Gamma\gg Fs$ it equals $2/(\pi\Gamma)$ at the centre, and $P_{\rm form}\to4$.

A value above 1 is no contradiction. The sum contains resonant elastic scattering, which interferes with the incident wave; in the unitary model $P_{\rm form}=2(1-{\rm Re}\,S_{00})\le4$. For a broad resonance, $P_{\rm cap}$ is one factor of an attachment formula and not a formation probability.

## 9. Large width: a complex vertical transition

When higher powers of $\Gamma$ matter in the exponent, we evaluate the overlap in (4) by a saddle point. The saddle will lie close to the turning point, where a WKB wave in position fails, so we work in momentum space as in section 6. Let $U=V_d-\tfrac i2\Gamma$, continued analytically, and let $x(p)$ solve $p^2/2\mu+U(x)=E$. With $x$ measured from $R_0$, the semiclassical standing wave is

$$\varphi_E(x)\simeq\frac1{2\pi\hbar}\int\frac{dp}{\sqrt{-U'}}\,\exp\left\{\frac i\hbar[px-W(p)]\right\},\qquad W(p)=\int_0^px(p')\,dp' .$$

For a linear $U$ this is the function of section 6. The Fourier transform of $\chi_0$ is also a Gaussian, so the overlap has the exponent

$$\Phi(p)=-\frac{p^2}{2\mu\omega\hbar}-\frac{i}{\hbar}W(p).$$

The condition $\Phi'=0$ gives $p=-i\mu\omega z$ with $z=x(p)$. Squaring it and using the definition of $x(p)$,

$$D(z)=E,\qquad D=V_d-V_0-\tfrac i2\Gamma .\tag{5}$$

The saddle is a vertical transition at a complex bond length. Writing $p=-\hbar K$, we have $K(z)=i\mu\omega z/\hbar$. We take the root with ${\rm Re}\,K>0$: it belongs to the incoming part of $\varphi$, and so to the outgoing attachment wave.

For the Gaussian integral we need $\Phi''$. Since $dx/dp=-p/(\mu U')$ and $V_0'=\mu\omega^2z$,

$$\Phi''=-\frac1\hbar\left(\frac1{\mu\omega}+i\frac{dx}{dp}\right)=-\frac{D'(z)}{\hbar\mu\omega\,U'(z)} .$$

The squared overlap is then

$$\frac{|V(z)|^2}{4\pi^2\hbar^2|U'|}\,\chi_0^2(R_0)\,\frac{2\pi\hbar}{\mu\omega}\,\frac{2\pi}{|\Phi''|}\,e^{2{\rm Re}\,\Phi}=\frac{|V(z)|^2\chi_0^2(R_0)}{|D'(z)|}\,e^{2{\rm Re}\,\Phi}.$$

Let $x_t=x(0)$ be the complex turning point. Integrating $W$ by parts gives, at the saddle,

$$\Phi=-\frac{\mu\omega z^2}{2\hbar}+i\int_z^{x_t}K\,dR .$$

The first term turns $\chi_0(R_0)$ into $\chi_0(z)$. The second joins the survival factor $\exp(-2\,{\rm Im}\int_{x_t}^{R_c}K\,dR)$, which comes from the outer normalization as in section 5. With the factor $4\pi^2$ of (4) and $|V(z)|^2=|\Gamma(z)|/2\pi$,

$$P\simeq\frac{2\pi|\Gamma(z)||\chi_0(z)|^2}{|D'(z)|}\exp\left(-2\,{\rm Im}\int_z^{R_c}K\,dR\right).\tag{6}$$

In momentum space $\Phi''$ stays finite at the turning point, $p=0$, so the saddle may lie close to it. At the Franck–Condon centre and for small $\Gamma$, $z\simeq-i\Gamma/2F$, and (6) returns (1).

## 10. Why the isotope ratio can be huge

Isotopes share $V_0$, $V_d$ and $\Gamma$ in the Born–Oppenheimer picture. At the same total energy they follow the same path with $v\propto\mu^{-1/2}$. The heavier pair takes longer by the root of the mass ratio, while the electronic lifetime is unchanged. Hence

$$\rho\propto\sqrt\mu,\qquad \frac{e^{-\rho_1}}{e^{-\rho_2}}=\exp\left[\left(\sqrt{\mu_2/\mu_1}-1\right)\rho_1\right].$$

For $\mu_2=2\mu_1$, close to the D$_2$/H$_2$ value, the exponent is $0.414\,\rho_1$. An exponent of order ten makes the survival ratio large; an exponent well below one does not.

Survival is not the whole ratio. With a common force constant $\kappa=\mu\omega^2$, we have $\mu\omega=\sqrt{\mu\kappa}$ and $1/s^2\propto\sqrt\mu$. The Franck–Condon exponent $x_E^2/2s^2$ and $\ln B$ therefore also grow as $\sqrt\mu$. Equation (5) contains no mass, so $z$ is common to all isotopes, and (6) takes the form

$$P=C\mu^{1/4}e^{-\Lambda\sqrt\mu}\qquad(\text{fixed }E),\tag{7}$$

where $\mu^{1/4}$ comes from the normalization of $\chi_0^2$. The net exponent $\Lambda\sqrt\mu$ controls the isotope ratio. At the Franck–Condon centre and for moderate width it is $\rho-\ln B$.

At equal electron energy, $E=\varepsilon+\tfrac12\hbar\sqrt{\kappa/\mu}$, and $\Lambda(E)\sqrt\mu\simeq\Lambda(\varepsilon)\sqrt\mu+\tfrac12\hbar\sqrt\kappa\,\Lambda'(\varepsilon)$. The added term contains no mass, so to this order (7) still holds, with $\Lambda$ taken at $E=\varepsilon$ and a changed constant $C$.

## 11. Worked example

The model has $\kappa=0.1$ hartree/bohr$^2$ and reduced masses 0.5 u and 1 u. With $x$ in bohr,

$$V_d=1+8e^{-x/2}\ \text{eV},\qquad \Gamma=G_0[1-(x/x_c)^4]^2\ \ (|x|<x_c),$$

and zero width beyond the crossing $x_c=1.776$ bohr. These are chosen parameters, not those of hydrogen. At $E=9$ eV the turning point is at $x=0$, and $F=4$ eV/bohr. The widths $Fs$ are 0.915 eV (light) and 0.770 eV (heavy). The times to the crossing are 3.86 fs and 5.46 fs, in the ratio $\sqrt2$.

**Strong loss.** For $G_0=3$ eV, $\rho=14.44$ for the light and $20.42$ for the heavy molecule. The factors of the light-to-heavy ratio are

$$\underbrace{0.841}_{P_{\rm cap}}\times\underbrace{0.573}_{B}\times\underbrace{e^{20.42-14.44}}_{\simeq396}\simeq191 .$$

Capture and $B$ both favour the heavy molecule here, so survival alone overstates the effect. Solving (2) on a grid gives 206.6, of which about 0.4 is due to the finite step, and the saddle formula gives 205.9.

**Weak loss.** For $G_0=0.1$ eV, $\rho=0.48$ and $0.68$. The survival ratio is only 1.22, and capture reduces the total to 1.03. Root-mass scaling holds here too, but it acts on a small exponent.

**Range of the simple product.** Against the grid, (1) is 6% high for the light and 8% high for the heavy molecule at $G_0=2$ eV, and 21% and 31% high at 3 eV (30% for the heavy molecule once the step error of the grid is removed). The saddle formula stays within 0.5% at all four widths. The higher powers of $\Gamma$ that (1) drops are thus needed at 3 eV.

**Meaning of capture.** For the light molecule at 0.1 eV, $P_{\rm cap}=0.274$ and the formation probability is 0.262. At 3 eV they are 8.21 and 3.17: the first exceeds the unitary limit of 4, while the Voigt formula gives 3.19.

**Root-mass law.** For $G_0=2$ eV, grid solutions at 0.5, 1 and 2 u give a net exponent, referred to 0.5 u, of 9.09 from both mass intervals. The saddle value is 9.09, and $\rho-\ln B=9.03$.

**Away from the centre.** At $E=8$ eV and $G_0=1$ eV, $x_E=0.267$ bohr. The capture ratio is now 1.115 instead of 0.841, because the narrower heavy density has fallen further. The simple product is 18–19% high. Its slope $F=3.5$ eV/bohr omits $V_0'=\kappa x_E\simeq0.73$ eV/bohr, which belongs to the slope of the vertical gap in (6). The ratio $4.23/3.5=1.21$ is the leading part of the error. The factor $1-x_E^2/6s^2$ of section 6 reduces it to about 1.16 for the light and 1.14 for the heavy molecule, which is the error for a narrow resonance. The finite width of 1 eV adds the remaining 3–4 points.

**Cross sections at equal electron energy.** Take $\varepsilon=9$ eV, $G_0=3$ eV and $g=1$, so $\pi/k^2=4.749$ bohr$^2$. The grid results are

$$\sigma_{\rm light}=5.83\times10^{-5}\ \text{bohr}^2=1.63\times10^{-21}\ \text{cm}^2,$$
$$\sigma_{\rm heavy}=2.83\times10^{-7}\ \text{bohr}^2=7.92\times10^{-24}\ \text{cm}^2,$$

with ratio 206. The finite step makes these values low by about 0.1% (light) and 0.3% (heavy); in the limit of zero step they are $5.84\times10^{-5}$ and $2.84\times10^{-7}$ bohr$^2$, the latter being $7.94\times10^{-24}$ cm$^2$ with $P=5.97\times10^{-8}$. The total energies are 9.143 and 9.101 eV. Dividing by $\pi/k^2$ gives $P=1.23\times10^{-5}$ and $5.95\times10^{-8}$, each 12% below its value at $E=9$ eV. The zero-point shift thus lowers both by nearly the same factor, as found in section 10, and the ratio stays close to its value at $E=9$ eV.

## 12. Conditions on the result

The local absorption was tested at $G_0=1$ eV by restoring the sum over open channels. Attachment rises by about 1.5% for both masses, and the probabilities sum to one. The rise grows roughly in proportion to $G_0$: at 3 eV and $E=9$ eV it is 4.5% for the light and 4.1% for the heavy molecule, so the local cross sections of section 11 are low by about this much, while their ratio changes by only about 0.4%. This tests closure, not the assumptions of energy-independent coupling and a local level shift, which both calculations share. Near an electron threshold the coupling generally varies with energy, and (2) then needs a nonlocal replacement.

The semiclassical formulas also need a saddle well inside the crossing, and $D'(z)$ not close to zero: $\Phi''\propto D'(z)$, so (6) diverges where the vertical gap is stationary. For a linear $V_d$ and a narrow resonance this happens at $x_E=-F/2\kappa$; with the $F$, $\kappa$ and light mass of section 11 this is $-0.735$ bohr, and (6) is already 28% high at $-0.65$ bohr. In the worked model the error of (6) for the light molecule grows to about 4–5% at $E=6$ and 12 eV. An abrupt change of $\Gamma$ reflects a small part of the wave. This swamps a very small round-trip factor $e^{-2\rho}$ of section 5. For an abrupt change near the crossing, well outside the Franck–Condon region, let $r$ be its reflection amplitude. The reflected wave returns from the turning point and interferes, so attachment changes by a fraction up to about $2|r|e^{-\rho}$, with a sign that depends on the position of the change, plus a term of order $|r|^2$. Only for strong loss, $e^{-\rho}\ll|r|$, is the change as small as the reflected fraction $|r|^2$. For a constant width of 0.1 eV cut off near the crossing, the light molecule at $E=9$ eV has $|r|^2\simeq7\times10^{-6}$, while $P$ varies by $\pm0.3\%$. Closer in, the source $V\chi_0$ changes abruptly as well, and the effect on attachment can be much larger. The numerical output below gives the individual factors and comparisons.

## Computed values

```
force constant 0.1 hartree/bohr^2; masses 0.5, 1.0 u
Vd = 1.0 + 8.0 exp(-0.5 x) eV, x in bohr
Gamma = G0 [1-(x/xc)^4]^2, zero beyond crossing xc = 1.7761 bohr
total energy E = Vd(0) = 9.000 eV, slope F = 4.000 eV/bohr
light: hbar*omega 0.2850 eV, s 0.2289 bohr, F*s 0.9154 eV, time to xc 3.860 fs
heavy: hbar*omega 0.2015 eV, s 0.1924 bohr, F*s 0.7698 eV, time to xc 5.459 fs
Fixed E (probabilities, no unit):
G0 = 0.1 eV, lifetime hbar/G0 = 6.582 fs, saddle z = 0.0000 -0.0125 i bohr
 light: Pcap 0.2738, B 1.0015, rho 0.4814; formation 0.2616, Voigt 0.2623
   P simple 1.6946e-01, saddle 1.6946e-01, grid 1.6906e-01
 heavy: Pcap 0.3256, B 1.0021, rho 0.6807; formation 0.3089, Voigt 0.3094
   P simple 1.6520e-01, saddle 1.6520e-01, grid 1.6490e-01
 light/heavy: Pcap 0.8409, B 0.9994, survival 1.221; P simple 1.026, saddle 1.026, grid 1.025
G0 = 1.0 eV, lifetime hbar/G0 = 0.658 fs, saddle z = 0.0014 -0.1250 i bohr
 light: Pcap 2.7383, B 1.1609, rho 4.8135; formation 1.8526, Voigt 1.8593
   P simple 2.5809e-02, saddle 2.5659e-02, grid 2.5585e-02
 heavy: Pcap 3.2564, B 1.2349, rho 6.8074; formation 2.0696, Voigt 2.0749
   P simple 4.4458e-03, saddle 4.4072e-03, grid 4.3938e-03
 light/heavy: Pcap 0.8409, B 0.9401, survival 7.344; P simple 5.805, saddle 5.822, grid 5.823
G0 = 2.0 eV, lifetime hbar/G0 = 0.329 fs, saddle z = 0.0057 -0.2502 i bohr
 light: Pcap 5.4766, B 1.8161, rho 9.6271; formation 2.7210, Voigt 2.7317
   P simple 6.5563e-04, saddle 6.2151e-04, grid 6.2010e-04
 heavy: Pcap 6.5128, B 2.3253, rho 13.6147; formation 2.9291, Voigt 2.9365
   P simple 1.8511e-05, saddle 1.7151e-05, grid 1.7087e-05
 light/heavy: Pcap 0.8409, B 0.7810, survival 53.929; P simple 35.418, saddle 36.238, grid 36.291
G0 = 3.0 eV, lifetime hbar/G0 = 0.219 fs, saddle z = 0.0128 -0.3748 i bohr
 light: Pcap 8.2148, B 3.8288, rho 14.4406; formation 3.1744, Voigt 3.1859
   P simple 1.6834e-05, saddle 1.3943e-05, grid 1.3950e-05
 heavy: Pcap 9.7691, B 6.6768, rho 20.4221; formation 3.3411, Voigt 3.3485
   P simple 8.8148e-08, saddle 6.7729e-08, grid 6.7526e-08
 light/heavy: Pcap 0.8409, B 0.5734, survival 396.034; P simple 190.969, saddle 205.871, grid 206.585
G0 = 1 eV light: round-trip loss exponent 9.6387, 2 rho 9.6271; reciprocity P 2.5585e-02
G0 = 1 eV heavy: round-trip loss exponent 13.6172, 2 rho 13.6147; reciprocity P 4.3938e-03
G0 = 2 eV, exponent per sqrt(mass/0.5 u): grid 0.5-1 u 9.0891, 1-2 u 9.0919,
 rho - ln B 9.0304, saddle 9.0856
E = 8.0 eV, G0 = 1 eV, light: P simple 2.1469e-02, saddle 1.8189e-02, grid 1.8103e-02
E = 8.0 eV, G0 = 1 eV, heavy: P simple 3.2437e-03, saddle 2.7639e-03, grid 2.7529e-03
 x_E = 0.2671 bohr; light/heavy: Pcap 1.1149, survival 6.4346, P saddle 6.5812, grid 6.5761
G0 = 1 eV light: 32 open channels, unitarity sum 1.00000000, P nonlocal 2.5982e-02, local 2.5585e-02
G0 = 1 eV heavy: 45 open channels, unitarity sum 1.00000000, P nonlocal 4.4549e-03, local 4.3938e-03
Equal electron energy 9.0 eV, G0 = 3.0 eV, pi/k^2 = 4.7493 bohr^2:
 light: E 9.1425 eV, sigma saddle 5.8426e-05 bohr^2, grid 5.8291e-05 bohr^2 = 1.632e-21 cm^2
 heavy: E 9.1008 eV, sigma saddle 2.8394e-07 bohr^2, grid 2.8268e-07 bohr^2 = 7.916e-24 cm^2
 cross-section ratio light/heavy: saddle 205.77, grid 206.21
```
